# The Tolman cone angle of an unsymmetrical phosphine

## Problem

Phosphines can serve as ligands in molecular precursors, and their bulk can be used as a descriptor when candidate precursors are compared. One measure of bulk is the Tolman cone angle $\theta$, taken with its apex at the metal atom M.

A phosphine PABC is bound to M through phosphorus. Seen from M, its three substituents have half-angles $b_1=60^\circ$, $b_2=70^\circ$ and $b_3=80^\circ$. The half-angle $b_i$ is the angle between the M–P axis and the outermost line from M that still touches the van der Waals surface of substituent $i$.

1. Express the half-angle through the position and radius of the outermost atom of a substituent.
2. Show that a phosphine with three equal substituents fits in a cone of full angle $2b$, and that no narrower cone with its apex at M will hold it.
3. Show that the Tolman cone angle of PABC is $140^\circ$.
4. The three substituents of PABC are unequal, so the angle in part 3 rests on an averaging rule. Find how it compares with the narrowest cone that really encloses the ligand, and with the cone of equal solid angle.
5. Find how far the result moves when the M–P distance, the atomic radius or the shape of the ligand changes.

For the numbers, take an M–P distance $d=2.28$ angstrom. Represent each substituent by one outer sphere of radius $r=1.20$ angstrom, centred $s=2.40$ angstrom from P. The spheres lie at azimuths $0^\circ$, $120^\circ$ and $240^\circ$ about the M–P axis.

## Solution

### 1. The half-angle of one substituent

Put M at the origin and P on the $z$ axis at $z=d$. Let the centre C of the outer sphere lie at distance $R$ from M, in a direction that makes the polar angle $a$ with the $z$ axis.

A ray from M at angle $\psi$ to the line MC passes the centre at the perpendicular distance $R\sin\psi$. It meets the sphere if this distance is at most $r$. The limiting ray is a tangent, for which

$$\sin\delta=\frac{r}{R},\qquad \delta=\arcsin\frac{r}{R}.$$

From M, the sphere therefore fills a round patch of directions with angular radius $\delta$, centred on the direction of C. The point of the patch farthest from the $z$ axis lies in the plane of the axis and C, on the outer side. Hence

$$b=a+\arcsin\frac{r}{R}. \tag{1}$$

This requires M to lie outside the sphere, $R>r$, and $a+\delta\le180^\circ$.

The position of C follows from the angle $g$ between the directions P→M and P→C. The distance of C from the axis is $s\sin g$, and its height is $d-s\cos g$, so

$$\tan a=\frac{s\sin g}{d-s\cos g},\qquad R^2=d^2+s^2-2ds\cos g. \tag{2}$$

The angles $g$ that give the three stated half-angles are $101.17^\circ$, $86.88^\circ$ and $74.18^\circ$. For the second substituent, equation (2) gives $R=3.219$ angstrom and $a=48.11^\circ$. Then $\arcsin(1.20/3.219)=21.89^\circ$, and

$$b_2=48.11^\circ+21.89^\circ=70.00^\circ.$$

The other two work in the same way: $40.62^\circ+19.38^\circ=60.00^\circ$ and $54.85^\circ+25.15^\circ=80.00^\circ$. A wider half-angle here means an outer atom that is folded further towards the metal.

### 2. Three equal substituents

Let all three spheres have the same $a$ and $\delta$, with $a<90^\circ$. A cone about the M–P axis holds each of them if its half-angle is at least $b=a+\delta$, so the full angle $2b$ is sufficient.

To see that it is also necessary, tilt the cone axis by an angle $\tau$ towards the azimuth $\varphi$. The angle $A_i$ between the new axis and the centre of sphere $i$, at azimuth $\varphi_i$, obeys

$$\cos A_i=\cos\tau\cos a+\sin\tau\sin a\,\cos(\varphi-\varphi_i). \tag{3}$$

The azimuths are $120^\circ$ apart, so the three values of $\cos(\varphi-\varphi_i)$ add up to zero. At least one of them is then zero or negative. For that sphere $\cos A_i\le\cos\tau\cos a\le\cos a$, which means $A_i\ge a$. The tilted cone needs a half-angle of at least $A_i+\delta\ge b$, so tilting gains nothing.

The symmetric phosphines PA$_3$, PB$_3$ and PC$_3$ thus have cone angles

$$2b_1=120^\circ,\qquad 2b_2=140^\circ,\qquad 2b_3=160^\circ .$$

### 3. The Tolman cone angle of PABC

For unequal substituents, the Tolman cone angle is defined as the mean of the three full angles:

$$\theta=\frac13\sum_{i=1}^{3}2b_i=\frac23\,(b_1+b_2+b_3). \tag{4}$$

The factor $2/3$ has two sources. The 2 turns a half-angle into a full angle, and the $1/3$ takes the mean over three substituents. If the substituents are equal, (4) returns $\theta=2b$, in agreement with part 2.

With the given half-angles,

$$\theta=\frac23\,(60^\circ+70^\circ+80^\circ)=\frac23\times210^\circ=140^\circ ,$$

which was to be shown. In radians this is 2.443. The same value is the mean of the three symmetric parents, $(120^\circ+140^\circ+160^\circ)/3=140^\circ$.

Two other numbers can be formed from the same data, and they mean different things. The mean half-angle, $70^\circ$, measures the cone from its axis to its edge. The largest full angle, $160^\circ$, belongs to the cone that holds the whole ligand while its axis is kept along M–P.

Equation (4) also says what a substitution does. If one half-angle changes by $\Delta b$ and the others stay as they are, then $\Delta\theta=\tfrac23\Delta b$. For a phosphine PA$_2$B the rule reads $\theta=\tfrac23(2b_A+b_B)$, so the repeated group counts twice.

### 4. What the average means geometrically

Equation (4) is a convention, and the geometry of part 1 does not force it. It can still be compared with quantities that geometry does define.

**The narrowest enclosing cone.** Let the cone axis be free to tilt. Describe a small tilt by a vector $\mathbf t$ perpendicular to M–P, whose length $t$ is the tilt angle in radians. Let $\mathbf e_i$ be the unit vector that points from the M–P axis towards substituent $i$. Define

$$p_i=\mathbf t\cdot\mathbf e_i,\qquad q_i^2=t^2-p_i^2 .$$

Now expand (3), with $a$ replaced by $a_i$ and $\tau$ by $t$, to second order in $t$:

$$\cos A_i\simeq\Big(1-\frac{t^2}{2}\Big)\cos a_i+p_i\sin a_i .$$

Write $A_i=a_i+x_i$. To the same order,

$$\cos A_i\simeq\cos a_i-x_i\sin a_i-\frac{x_i^2}{2}\cos a_i .$$

The first-order terms give $x_i=-p_i$: a tilt towards a substituent brings the axis closer to it. Insert $x_i=-p_i+y_i$ with $y_i$ of second order. The second-order terms are

$$-y_i\sin a_i-\frac{p_i^2}{2}\cos a_i=-\frac{t^2}{2}\cos a_i ,$$

so $y_i=\tfrac12q_i^2\cot a_i$. The angular radius $\delta_i$ of the sphere does not depend on the cone axis. The half-angle that the tilted cone needs in order to hold substituent $i$ is therefore

$$h_i=b_i-p_i+\frac12q_i^2\cot a_i . \tag{5}$$

The cone must hold all three, so its half-angle is the largest $h_i$. Keep the linear terms first. Since $\mathbf e_1+\mathbf e_2+\mathbf e_3=0$, the $p_i$ sum to zero, and the mean of the $h_i$ is $\bar b=(b_1+b_2+b_3)/3$ for every tilt. The largest of three numbers is not less than their mean, so no small tilt brings the half-angle below $\bar b$ at this order.

The value $\bar b$ is reached if all three $h_i$ are equal, which requires $p_i=b_i-\bar b$. The tilt that does this is

$$\mathbf t=\frac23\sum_i(b_i-\bar b)\,\mathbf e_i .$$

To confirm it, use $\mathbf e_i\cdot\mathbf e_j=-\tfrac12$ for $i\ne j$. Because the deviations sum to zero, those of the other two substituents add up to $-(b_j-\bar b)$. Then

$$\mathbf t\cdot\mathbf e_j=\frac23\Big[(b_j-\bar b)+\frac12(b_j-\bar b)\Big]=b_j-\bar b .$$

To first order in the spread of the half-angles, the narrowest enclosing cone thus has the full angle $2\bar b=\theta$. This gives the averaging rule a geometrical meaning: the cone leans towards the bulky side until it touches all three substituents.

The second-order term gives the difference. Let $V=\tfrac13\sum_i(b_i-\bar b)^2$ be the variance of the half-angles. For three directions $120^\circ$ apart, $\sum_ip_i^2=\tfrac32t^2$. At leading order this sum also equals $3V$, so $t^2=2V$, and

$$\sum_iq_i^2=3t^2-\frac32t^2=\frac32t^2=3V .$$

When the spread is small the three $a_i$ are close together, and at this order one value $a$ will do for all; the middle substituent supplies it. The three-contact cone remains the narrowest. A further small shift $\mathbf v$ of its axis raises at least one $h_i$ by about $|\mathbf v|/2$ or more through the linear term, and the change in the quadratic terms is smaller than this. Averaging (5) over the three contacts gives the half-angle $\bar b+\tfrac16\cdot3V\cot a$, and hence the full angle

$$\theta_{\rm enc}\simeq\theta+V\cot a\qquad\text{(angles in radians)}. \tag{6}$$

Here the deviations are $-10^\circ$, $0^\circ$ and $+10^\circ$, so $V=200/3=66.7$ square degrees. One factor $\pi/180$ is needed for the result to come out in degrees:

$$V\cot a=66.7\times\frac{\pi}{180}\times\cot48.11^\circ=1.04^\circ .$$

A direct search over axis directions gives an enclosing cone of $141.05^\circ$, which is $1.05^\circ$ above the Tolman value. Its axis is tilted by $11.6^\circ$, close to the leading-order value $\sqrt{2V}=11.5^\circ$. Freeing the axis has brought the enclosing angle down from $160^\circ$ to about $141^\circ$.

**The cone of equal solid angle.** Another measure of bulk is the solid angle that the ligand blocks. Give each substituent a sector $120^\circ$ wide in azimuth, and count it as blocked from the M–P axis out to $b_i$. The solid angle is

$$\Omega=\sum_i\frac{2\pi}{3}\int_0^{b_i}\sin\vartheta\,d\vartheta=\frac{2\pi}{3}\sum_i(1-\cos b_i).$$

A round cone of full angle $\theta_s$ has the solid angle $2\pi[1-\cos(\theta_s/2)]$. Equating the two gives

$$\cos\frac{\theta_s}{2}=\frac13\sum_i\cos b_i . \tag{7}$$

For the present ligand the right-hand side is $(0.5000+0.3420+0.1736)/3=0.3386$, so $\theta_s=140.42^\circ$.

The small difference from $140^\circ$ can again be traced. Expand each cosine about $\bar b$. The linear terms cancel in the mean, which leaves $\cos\bar b\,(1-V/2)$. Setting $\theta_s/2=\bar b+y$ gives $-y\sin\bar b=-\tfrac12V\cos\bar b$ to leading order, and so

$$\theta_s\simeq\theta+V\cot\bar b . \tag{8}$$

With $\bar b=70^\circ$ the correction is $66.7\times(\pi/180)\times0.364=0.42^\circ$, in agreement with (7).

The filled sectors are an idealization. Each sphere here covers only about a third of the solid angle counted for its sector, so $\theta_s$ describes the profile set by the half-angles and not the shadow of three bare spheres.

**Where the agreement ends.** As long as the spread is small, both corrections grow as its square. For half-angles of $68^\circ$, $70^\circ$ and $72^\circ$ the spread is five times smaller, and the corrections should be 25 times smaller. The computed excesses are $0.0418^\circ$ for the enclosing cone and $0.0169^\circ$ for the solid angle, against $1.051^\circ$ and $0.422^\circ$ before. Both ratios are close to 25. The even spacing of these half-angles helps, because it cancels the next-order error in (6). For the uneven set $65^\circ$, $65^\circ$ and $80^\circ$, equation (6) with the middle value of $a$ overestimates the excess of the enclosing cone by about a fifth.

The argument also relies on equal azimuthal spacing. If the spacing is unequal, the $\mathbf e_i$ no longer sum to zero, and the linear terms no longer cancel in the plain mean. The enclosing cone can then differ from the Tolman angle already at first order in the spread. If all three substituents lie within less than a half-turn of azimuth, a tilt towards them brings the axis closer to all three at once, and the two angles differ even for equal half-angles.

### 5. How firm is the value of 140 degrees?

Given the three half-angles, (4) yields $140^\circ$ without error. The half-angles themselves depend on the geometry assumed for the complex.

**Atomic radius.** Keep the atomic positions fixed and vary $r$. Since $\sin\delta_i=r/R_i$, differentiation gives $\cos\delta_i\,d\delta_i=dr/R_i$, and therefore

$$\frac{\partial b_i}{\partial r}=\frac{1}{R_i\cos\delta_i}. \tag{9}$$

The three values are 0.293, 0.335 and 0.391 radian per angstrom, with the sum 1.019. A radius smaller by 0.1 angstrom changes $\theta$ by about

$$-\frac23\times1.019\times0.1\times\frac{180^\circ}{\pi}=-3.9^\circ .$$

The full recalculation gives $-3.87^\circ$.

**M–P distance.** Now keep the ligand rigid and move it away from the metal along the axis. The height of C grows by $dd$ while its distance from the axis stays the same. Resolving this displacement across and along the line MC gives $da_i=-(\sin a_i/R_i)\,dd$ and $dR_i=\cos a_i\,dd$. From $\sin\delta_i=r/R_i$ it follows that $d\delta_i=-(\tan\delta_i/R_i)\,dR_i$. Adding the two changes,

$$\frac{\partial b_i}{\partial d}=-\frac{\sin a_i+\tan\delta_i\cos a_i}{R_i}=-\frac{\sin(a_i+\delta_i)}{R_i\cos\delta_i}=-\frac{\sin b_i}{R_i\cos\delta_i}. \tag{10}$$

The sign is negative for every half-angle between $0^\circ$ and $180^\circ$: a ligand looks smaller from farther away. The three slopes are $-0.254$, $-0.315$ and $-0.385$ radian per angstrom. For a bond longer by 0.1 angstrom they predict a change of $-3.6^\circ$ in $\theta$, and the full recalculation gives $-3.58^\circ$.

**Shape of the ligand.** Let the third substituent bend $5^\circ$ towards the metal, so that $g_3$ falls from $74.18^\circ$ to $69.18^\circ$ while everything else is held fixed. The cone angle rises by $2.91^\circ$. By the factor $2/3$ in (4), the half-angle $b_3$ has grown by $2.91^\circ\times3/2=4.4^\circ$. Rotation about a bond or thermal bending can cause shifts of this kind. Their size in a given compound depends on how freely its groups move.

**Comparison with real ligands.** The distance of 2.28 angstrom is the customary choice for Tolman angles. The distance of 2.40 angstrom from P is roughly that of a hydrogen atom on the carbon next to phosphorus, and 1.20 angstrom is a usual size for the van der Waals radius of hydrogen. With ordinary bond angles (C–P–C of about $100^\circ$ to $105^\circ$), however, such a hydrogen folds in only to $g$ of about $90^\circ$. That is a few degrees short of the $87^\circ$ used for the second substituent and far short of the $74^\circ$ used for the third. In a real ligand, a half-angle of $80^\circ$ usually comes from atoms farther out along the group. The single sphere stands for the outline of a substituent and is not a model of a particular one. Common trialkylphosphines have cone angles from roughly $120^\circ$ to roughly $180^\circ$, so $140^\circ$ describes a ligand of moderate bulk. Real substituents have several outer atoms and more than one conformation, and the M–P distance varies from metal to metal. In this example, changes of 0.1 angstrom or $5^\circ$ each move the angle by about $3^\circ$ to $4^\circ$. That is more than the $1^\circ$ that separates the Tolman average from the narrowest enclosing cone when the three spheres are spaced exactly $120^\circ$ apart. The gap is that small only for such spacing. Moving the second sphere from azimuth $120^\circ$ to $110^\circ$ raises it to about $2.5^\circ$, and moving the third from $240^\circ$ to $260^\circ$ raises it to about $3.6^\circ$, while the Tolman angle stays at $140^\circ$. The outer atoms of a real ligand need not be evenly spaced.

For screening, this sets a condition on the use of the descriptor. Cone angles should be compared at one M–P distance, with one set of radii and one rule for choosing the conformation. If these differ between two entries, a gap of a few degrees may come from the conventions and not from the ligands. The angle also describes size alone. Crowding can weaken the M–P bond, but the bond strength depends on the electronic character of the phosphine as well, which the angle does not measure.

The main values are listed in the numerical output.

## Numbers as computed

```
metal-P distance: 2.28 angstrom
P-outer atom distance: 2.40 angstrom
sphere radius: 1.20 angstrom
substituent 1: half-angle 60.0 deg
  metal-P-atom angle: 101.17 deg
  distance R from metal: 3.616 angstrom
  centre polar angle a: 40.62 deg
  arcsin(r/R): 19.38 deg
  half-angle by sampling: 60.000 deg
  symmetric parent cone: 120.00 deg
substituent 2: half-angle 70.0 deg
  metal-P-atom angle: 86.88 deg
  distance R from metal: 3.219 angstrom
  centre polar angle a: 48.11 deg
  arcsin(r/R): 21.89 deg
  half-angle by sampling: 70.000 deg
  symmetric parent cone: 140.00 deg
substituent 3: half-angle 80.0 deg
  metal-P-atom angle: 74.18 deg
  distance R from metal: 2.824 angstrom
  centre polar angle a: 54.85 deg
  arcsin(r/R): 25.15 deg
  half-angle by sampling: 80.000 deg
  symmetric parent cone: 160.00 deg
sum of half-angles: 210.0 deg
mean half-angle: 70.0 deg
Tolman cone angle: 140.0 deg
Tolman cone angle: 2.4435 rad
smallest enclosing cone: 141.05 deg
tilt of its axis: 11.60 deg
its excess over Tolman: 1.051 deg
second-order estimate of it: 1.044 deg
equal-solid-angle cone: 140.42 deg
same cone by counting: 140.42 deg
its excess over Tolman: 0.422 deg
second-order estimate of it: 0.423 deg
narrow test, half-angles 68, 70, 72 deg:
  enclosing excess: 0.0418 deg
  its estimate: 0.0417 deg
  solid-angle excess: 0.0169 deg
  its estimate: 0.0169 deg
shift, bond longer by 0.1 angstrom: -3.58 deg
shift, radius smaller by 0.1 angstrom: -3.87 deg
shift, substituent 3 bent in by 5 deg: 2.91 deg
```
